# The 15B Interval between Highest-Spin P and F Terms

An atom or ion with two d electrons outside closed shells has two triplet terms, $^3F$ and $^3P$. With three d electrons the terms of highest spin are $^4F$ and $^4P$; with seven they are again $^4F$ and $^4P$, and with eight again $^3F$ and $^3P$. The number of repelling electron pairs in the shell grows from 1 to 28 along this series, yet the same two orbital terms appear each time. The question is whether their separation also has a common form, and why.

## The model and its parameters

Consider one configuration $d^N$ in a spherical field, with a single radial function $R(r)$ for all d electrons. The Coulomb repulsion is treated in first order within the configuration; spin–orbit coupling and mixing with other configurations are left out. One-electron energies and the interaction with closed shells are then the same for every term of $d^N$ and are omitted.

The repulsion is expanded as

$$\frac{1}{r_{12}}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\sum_{q}C^{k*}_q(1)\,C^k_q(2),\qquad C^k_q=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}. \tag{1}$$

Between d orbitals, parity and the addition of angular momenta leave $k=0,2,4$. The radial integrals, with the Coulomb constant absorbed, are

$$F^k=\iint \frac{r_<^k}{r_>^{k+1}}\,R^2(r_1)R^2(r_2)\,r_1^2r_2^2\,dr_1dr_2, \tag{2}$$

and it is convenient to use

$$F_0=F^0,\quad F_2=\frac{F^2}{49},\quad F_4=\frac{F^4}{441},\quad B=F_2-5F_4. \tag{3}$$

Let $c^k(m,m')=\langle 2m|C^k_{m-m'}|2m'\rangle$, which is real in the standard phases. The matrix elements of the repulsion between orbital products are

$$v_{mn,ps}=\langle mn|r_{12}^{-1}|ps\rangle=\sum_kF^kc^k(m,p)\,c^k(s,n),\qquad m+n=p+s, \tag{4}$$

and they vanish otherwise. The direct and exchange integrals are therefore

$$J(m,n)=\sum_kF^kc^k(m,m)c^k(n,n),\qquad K(m,n)=\sum_kF^k[c^k(m,n)]^2. \tag{5}$$

## Two electrons with parallel spins

When both spins are up, the orbital part is antisymmetric. The ten determinants $(m,n)$ with $m>n$ include one with $M_L=3$, one with $M_L=2$, two with $M_L=1$ and two with $M_L=0$. This is the content of one F term (7 states) and one P term (3 states).

The diagonal angular factors follow from averages of $x=\cos\theta$. For $|m|=2,1,0$, integration over $|Y_{2m}|^2$ gives $\langle x^2\rangle=\frac17,\frac37,\frac{11}{21}$ and $\langle x^4\rangle=\frac1{21},\frac5{21},\frac37$. Inserting these in $C^2_0=\frac12(3x^2-1)$ and $C^4_0=\frac18(35x^4-30x^2+3)$ yields

$$7c^2(m,m)=-2,\,1,\,2;\qquad 21c^4(m,m)=1,\,-4,\,6. \tag{6}$$

For neighbouring orbitals the commutator $[L_+,C^k_0]=\sqrt{k(k+1)}\,C^k_1$ gives

$$c^k(m+1,m)=\sqrt{\frac{6-m(m+1)}{k(k+1)}}\,\bigl[c^k(m,m)-c^k(m+1,m+1)\bigr]. \tag{7}$$

For $m=1$ the squares are $\frac46\left(\frac37\right)^2=\frac6{49}$ at $k=2$ and $\frac4{20}\left(\frac5{21}\right)^2=\frac5{441}$ at $k=4$. For $m=0$ they are $\frac66\left(\frac17\right)^2=\frac1{49}$ and $\frac6{20}\left(\frac{10}{21}\right)^2=\frac{30}{441}$. The pair $(2,-1)$ needs $q=3$, which excludes $k=2$. For $k=4$, direct integration gives

$$|c^4(2,-1)|=\frac{15\sqrt{35}}{32}\int_{-1}^{1}(1-x^2)^3x^2\,dx=\frac{15\sqrt{35}}{32}\cdot\frac{32}{315}=\frac{\sqrt{35}}{21}. \tag{8}$$

A determinant of parallel spins has energy $J-K$. With (5) to (8),

$$\begin{aligned}
(2,1):&\quad (F_0-2F_2-4F_4)-(6F_2+5F_4)=F_0-8F_2-9F_4,\\
(2,-1):&\quad (F_0-2F_2-4F_4)-35F_4=F_0-2F_2-39F_4,\\
(1,0):&\quad (F_0+2F_2-24F_4)-(F_2+30F_4)=F_0+F_2-54F_4.
\end{aligned}\tag{9}$$

The first determinant is alone at $M_L=3$, so it is an F state and its energy is $E_2(F)$. The other two share $M_L=1$ and can mix, but the trace of their $2\times2$ matrix is independent of the mixing and equals $E_2(F)+E_2(P)$. Thus

$$\begin{aligned}
E_2(F)&=F_0-8F_2-9F_4,\\
E_2(P)&=(2F_0-F_2-93F_4)-E_2(F)=F_0+7F_2-84F_4,
\end{aligned}\tag{10}$$

$$E_2(P)-E_2(F)=15F_2-75F_4=15B. \tag{11}$$

This settles $d^2$. The remaining configurations will be reduced to this pair.

## A filled spin subshell and its holes

Five electrons of one spin fill all five orbitals. Their energy $W$ is the sum of $J-K$ over the ten pairs, which is the trace of the two-electron problem:

$$W=7E_2(F)+3E_2(P)=10\bar e,\qquad \bar e=F_0-\tfrac72F_2-\tfrac{63}{2}F_4, \tag{12}$$

where $\bar e$ is the mean energy of a parallel pair. The filled subshell also produces a mean field on orbitals of the same spin,

$$U_{mp}=\sum_n\bigl(v_{mn,pn}-v_{mn,np}\bigr). \tag{13}$$

A filled subshell is unchanged by rotations, so $U$ commutes with them. The five d orbitals form an irreducible set under rotations, and hence $U_{mp}=u\,\delta_{mp}$. Its trace counts every pair twice, so $5u=2W$ and $u=4\bar e$.

Now let $a_m$ remove an up electron from orbital $m$. The repulsion among up electrons is

$$V[a]=\tfrac12\sum v_{mn,ps}\,a_m^\dagger a_n^\dagger a_sa_p. \tag{14}$$

Moving the creation operators to the right with $a_m^\dagger a_p=\delta_{mp}-a_pa_m^\dagger$ gives

$$\begin{aligned}
a_m^\dagger a_n^\dagger a_sa_p={}&\delta_{mp}\delta_{ns}-\delta_{ms}\delta_{np}
-\delta_{ns}a_pa_m^\dagger-\delta_{mp}a_sa_n^\dagger\\
&+\delta_{ms}a_pa_n^\dagger+\delta_{np}a_sa_m^\dagger+a_sa_pa_m^\dagger a_n^\dagger .
\end{aligned}\tag{15}$$

Inserted in (14), the constants sum to $\frac12\sum(J-K)=W$. The four one-body terms are equal in pairs because $v_{mn,ps}=v_{nm,sp}$, and together they give $-\sum U_{mp}a_pa_m^\dagger=-u\sum_ma_ma_m^\dagger=-uN_h$, where $N_h$ is the number of empty up orbitals.

For the last term, define hole operators by

$$h_m^\dagger=(-1)^ma_{-m},\qquad\text{so that}\qquad a_m=(-1)^mh_{-m}^\dagger. \tag{16}$$

The four signs multiply to $+1$ because $m+n=p+s$. A rotation by $\pi$ about the $y$ axis takes orbital $m$ to $(-1)^m$ times orbital $-m$, so reversing all four labels leaves $v$ unchanged. After this relabelling the last term is $\frac12\sum v_{mn,ps}h_s^\dagger h_p^\dagger h_mh_n$. Exchanging the two creation operators and the two annihilation operators gives two minus signs, which cancel. Since $v$ is real and symmetric, $v_{mn,ps}=v_{ps,mn}$, and the term has the form (14) in the hole operators. Therefore

$$V[a]=W-uN_h+V[h]. \tag{17}$$

Two holes repel each other with the same matrix elements as two electrons. Two reversals of sign, one for each missing electron, leave the pair interaction positive, while the single reversal in the one-body term leaves it negative.

The label $L$ must also survive the mapping. For the $z$ component,

$$L_z=\sum_mm\,a_m^\dagger a_m=-\sum_mm\,a_ma_m^\dagger=-\sum_mm\,h_{-m}^\dagger h_{-m}=\sum_mm\,h_m^\dagger h_m, \tag{18}$$

where $\sum_m m=0$ was used. In $L_+$ each product becomes $a_{m+1}^\dagger a_m=-a_ma_{m+1}^\dagger=h_{-m}^\dagger h_{-m-1}$. Its coefficient $\sqrt{6-m(m+1)}$ is unchanged under $m\to-m-1$, so $L_+$ keeps its form, and so does its adjoint $L_-$. A two-hole F or P state is thus an F or P state of the electrons.

## The four configurations

The energy of a term does not depend on $M_S$, so the component $M_S=S_{\max}$ may be used. Its numbers of up and down electrons are $(2,0)$, $(3,0)$, $(5,2)$ and $(5,3)$ for $d^2$, $d^3$, $d^7$ and $d^8$. A state has $S\ge M_S$, so every state with these occupations has the highest spin.

For $d^3$ the up subshell has two holes. Equation (17) with $N_h=2$ gives

$$E_3(L)=10\bar e-8\bar e+E_2(L)=2\bar e+E_2(L),\qquad L=F,P. \tag{19}$$

For $d^7$ and $d^8$ the up subshell is full, and the interaction between opposite spins must be included. There is no exchange integral between opposite spins. A full up subshell has no other arrangement within the d shell, so it acts on the down electrons through $\sum_mv_{mn,ms}$. This is zero for $n\ne s$ by (4), and for $n=s$ it is

$$\sum_mJ(m,n)=\sum_kF^kc^k(n,n)\sum_mc^k(m,m)=5F_0. \tag{20}$$

By (6), the inner sum is proportional to $2(-2)+2(1)+2=0$ for $k=2$ and to $2(1)+2(-4)+6=0$ for $k=4$, while for $k=0$ it is 5. Each down electron therefore gains $5F_0$, whatever its orbital. The full subshell has $L=0$, so the total $L$ is that of the down electrons. In $d^7$ these are two parallel electrons; in $d^8$ they are three, equivalent to two holes by (19):

$$\begin{aligned}
E_7(L)&=10\bar e+10F_0+E_2(L),\\
E_8(L)&=10\bar e+15F_0+2\bar e+E_2(L).
\end{aligned}\tag{21}$$

In (19) and (21) everything except $E_2(L)$ is common to F and P. With (11),

$$\boxed{E_N(P)-E_N(F)=15B,\qquad N=2,3,7,8.} \tag{22}$$

The parameter $B$ belongs to the radial function of the ion considered. Equation (22) fixes the coefficient 15 and does not make the intervals of different ions equal.

The other partly filled configurations show why the list stops here. At highest spin, $d^1$ and $d^6$ have one electron in an otherwise empty spin subshell, and $d^4$ and $d^9$ have one hole; each gives a single D term. In $d^5$ one subshell is full and the other empty, which gives a single S term. None of these has a highest-spin interval.

## Which term is lower

In (2) the factor $r_<^k/r_>^{k+1}=(r_</r_>)^k/r_>$ decreases with $k$ wherever $r_<<r_>$. Hence $0<F^4<F^2$, or $0<F_4<F_2/9$ in the scaled parameters, and

$$\tfrac49F_2<B<F_2. \tag{23}$$

Within this model F therefore lies below P. The lower end of (23) is approached by a thin radial shell, but the upper end is not approached by any $R$. With $t=\ln r$ the factor in (2) is $(r_1r_2)^{-1/2}e^{-(k+1/2)|t_1-t_2|}$, so $F^k$ is the integral over $\omega$ of a nonnegative weight, the same for all $k$, times $(2k+1)/[(k+\frac12)^2+\omega^2]$. The ratio of this factor at $k=4$ to that at $k=2$ is smallest at $\omega=0$, where it is $\frac59$. Hence $F^4/F^2>\frac59$ and $B<\frac{56}{81}F_2$, and the interval lies between $\frac{20}{3}F_2$ and $\frac{280}{27}F_2\approx10.4F_2$. For the nodeless function $R\propto r^2e^{-r}$, with $r$ in any length unit, numerical integration of (2) by the trapezoidal rule gives $F^4/F^2=0.652$. Then $B/F_2=1-\frac59(0.652)=0.638$. Adding a more compact component, $R\propto r^2(e^{-r}+6e^{-4r})$, changes the ratio $F^4/F^2$ to 0.648. The added terms make up only about 2% of $\int R^2r^2\,dr$, so this small change does not show that the ratio is insensitive to the radial shape in general.

## A numerical example

Take the round model parameters $F_0=160000$, $F_2=1600$ and $F_4=110\ \mathrm{cm^{-1}}$. They correspond to $F^2=78400$ and $F^4=48510\ \mathrm{cm^{-1}}$ and represent no particular element. The same values are used for all four configurations so that the effect of electron number stands alone. From (3),

$$B=1600-5(110)=1050\ \mathrm{cm^{-1}}. \tag{24}$$

Equation (10) gives $E_2(F)=160000-12800-990=146210\ \mathrm{cm^{-1}}$ and $E_2(P)=160000+11200-9240=161960\ \mathrm{cm^{-1}}$. The mean pair energy is $\bar e=160000-5600-3465=150935\ \mathrm{cm^{-1}}$, so $W=1509350\ \mathrm{cm^{-1}}$. For the F term of $d^7$, for instance, (21) gives $1509350+1600000+146210=3255560\ \mathrm{cm^{-1}}$. All the term energies, in $\mathrm{cm^{-1}}$, are:

| | $E(F)$ | $E(P)$ | $E(P)-E(F)$ |
|---|---:|---:|---:|
| $d^2$ | 146210 | 161960 | 15750 |
| $d^3$ | 448080 | 463830 | 15750 |
| $d^7$ | 3255560 | 3271310 | 15750 |
| $d^8$ | 4357430 | 4373180 | 15750 |

The interval is $15750\ \mathrm{cm^{-1}}$, or 1.95 eV. The total repulsion grows about thirtyfold from $d^2$ to $d^8$, but the added energy is the same for both terms. In $d^8$ the interval is only about 0.4% of the total repulsion energy. The $F_2$ part of (11) contributes $24000\ \mathrm{cm^{-1}}$ and the $F_4$ part $-8250\ \mathrm{cm^{-1}}$, so the smaller parameter reduces the interval by about one third.

The F term of $d^2$ lies $4725\ \mathrm{cm^{-1}}=4.5B$ below the mean pair energy, and the P term lies $11025\ \mathrm{cm^{-1}}=10.5B$ above it. These distances are in the ratio $3:7$, the inverse of the orbital degeneracies, as (12) requires.

## Where the result ceases to hold

Spin–orbit coupling splits each term into levels. In first order its contribution within a term is proportional to $\mathbf L\cdot\mathbf S$, whose trace over all states of the term is zero. Equation (22) then still describes the distance between the centroids weighted by $2J+1$, where $J$ here is the total angular momentum. When the coupling is comparable with the term separations, levels of equal $J$ from different terms can mix strongly, and a strongly mixed level can no longer be assigned to one term. A level whose $J$ occurs only once in the configuration has no partner to mix with: in $d^2$ the $J=3$ level remains purely $^3F$ and the $J=1$ level purely $^3P$.

Mixing with other configurations can shift F and P by different amounts, and so can the use of a separate radial function for each term. In either case the interval need not equal $15B$ with one common $B$.

A nonspherical electrostatic field, such as that of neighbouring ions, can break the mapping at an identifiable point. If it adds a nonzero term $\sum t_{mp}a_m^\dagger a_p$ with zero trace, the reordering used above turns it into $-\sum t_{mp}a_pa_m^\dagger$. By (16) this equals $-\sum(-1)^{m+p}t_{mp}h_{-p}^\dagger h_{-m}$. For a real potential, $Y_{2m}^*=(-1)^mY_{2,-m}$ gives $t_{-p,-m}=(-1)^{m+p}t_{mp}$, so after relabelling the term is $-\sum t_{mp}h_m^\dagger h_p$. Unlike $L_z$ in (18), such a field acts on holes with the opposite sign, and since it is not a multiple of unity it does not reduce to a constant. Two electrons and two holes then have the same mutual repulsion but opposite one-body splittings, and their energy intervals in general differ.

Numbers in the example were calculated in double precision.
